# Comment on reading a relaxation time from the electric-modulus peak

**The argument under comment**

A porous organosilicate interlayer film has taken up moisture, and its dielectric response is reported as the electric modulus $M=1/k$, where $k$ is the complex relative permittivity. The imaginary part $M''$ has a peak at 244.9 kHz. The argument then runs:

1. $M$ is computed from $k$ alone, so it describes the same relaxation.
2. The peak has the Debye shape and the Debye width, so there is one relaxation time.
3. The relaxation time of the permittivity is therefore $1/\omega_{\rm peak}=0.65$ µs.

The first two statements are correct for a Debye dielectric. The question is whether the third follows from them.

**What the permittivity time means**

I take a linear, uniform film without dc conduction and with one relaxing polarization $P$. All faster processes, electronic and vibrational, are contained in a constant $k_\infty$. With $k_s>k_\infty>0$ the static permittivity and $\Delta=k_s-k_\infty$, the model is

$$\tau\frac{dP}{dt}=\varepsilon_0\Delta\,E-P,\qquad D=\varepsilon_0k_\infty E+P .$$

The time $\tau$ is defined by this law: if $E$ is held fixed, $P$ approaches $\varepsilon_0\Delta E$ as $e^{-t/\tau}$. For fields varying as $e^{+i\omega t}$, the derivative becomes a factor $i\omega$, so $(1+i\omega\tau)P=\varepsilon_0\Delta E$. Dividing $D$ by $\varepsilon_0E$ gives

$$k(\omega)=k_\infty+\frac{\Delta}{1+i\omega\tau}=k'-ik'',\qquad k''=\Delta\,\frac{\omega\tau}{1+\omega^2\tau^2}.$$

The function $x/(1+x^2)$ has derivative $(1-x^2)/(1+x^2)^2$, so its maximum is at $x=1$, with value $1/2$. The peak of $k''$ thus lies at $\omega=1/\tau$.

**Inverting the permittivity**

Over a common denominator, with $k_\infty+\Delta=k_s$,

$$k=\frac{k_s+i\omega\tau k_\infty}{1+i\omega\tau},\qquad M=\frac{1+i\omega\tau}{k_s+i\omega\tau k_\infty}.$$

Inversion has moved a different combination into the denominator. Taking out the factor $k_s$ there shows which time now appears:

$$M=\frac{1}{k_s}\,\frac{1+i\omega\tau}{1+i\omega\tau_M},\qquad \tau_M=\tau\,\frac{k_\infty}{k_s}.$$

Let $M_s=1/k_s$ and $M_\infty=1/k_\infty$. Since $\tau/k_s=\tau_M/k_\infty$, the numerator divided by $k_s$ is $M_s+i\omega\tau_MM_\infty$. Adding and subtracting $M_\infty$ gives

$$M=\frac{M_\infty(1+i\omega\tau_M)+M_s-M_\infty}{1+i\omega\tau_M}=M_\infty+\frac{M_s-M_\infty}{1+i\omega\tau_M}.$$

The imaginary part of $1/(1+ix)$ is $-x/(1+x^2)$, and $M_s-M_\infty$ is negative. With $M=M'+iM''$, the two signs combine to

$$M''=(M_\infty-M_s)\,\frac{\omega\tau_M}{1+\omega^2\tau_M^2}.$$

The modulus peak is at $\omega=1/\tau_M=k_s/(k_\infty\tau)$. Statement 3 is therefore wrong: $1/\omega_{\rm peak}$ is shorter than $\tau$ by the factor $k_\infty/k_s$.

Statement 2 is true but cannot reveal this. Half of the peak height is reached where $x/(1+x^2)=1/4$, that is $x^2-4x+1=0$, or $x=2\pm\sqrt3$. The full width is $\log_{10}[(2+\sqrt3)/(2-\sqrt3)]=1.144$ decades for both $k''$ and $M''$. In this model, which excludes dc conduction, a Debye shape shows that there is one time, but not which one.

**Why the same dipoles show two times**

The modulus gives the field that results from a prescribed displacement, $E=MD/\varepsilon_0$. Its step response is that of an isolated capacitor: charge is placed on the plates at $t=0$ and then stays there. With $D$ fixed, $\varepsilon_0E=(D-P)/k_\infty$, and the polarization law becomes

$$\tau\frac{dP}{dt}=\frac{\Delta}{k_\infty}(D-P)-P=\frac{\Delta}{k_\infty}D-\frac{k_s}{k_\infty}P,$$

because $\Delta/k_\infty+1=k_s/k_\infty$. The rate is $k_s/(k_\infty\tau)=1/\tau_M$.

The cause is feedback through the field. Let the initial field be $E_0=D/(\varepsilon_0k_\infty)$. At that moment $P=0$, and $P$ grows at the rate $\varepsilon_0\Delta E_0/\tau$, just as it would if $E_0$ were held fixed. The growing polarization lowers the field, however, to a final value $D/(\varepsilon_0k_s)=E_0k_\infty/k_s$. The final polarization is smaller by the same factor. With an equal initial slope and a smaller distance to cover, the exponential is shorter by that factor. Both times are properties of the film under stated electrical conditions.

**The film in numbers**

I use $k_\infty=2.6$, $k_s=4.0$ and $\tau=1$ µs at 25 °C. Then $k_\infty/k_s=2.6/4.0=0.65$ and $\tau_M=0.65$ µs. The loss peak is at $1/(2\pi\tau)=159.2$ kHz and the modulus peak at $159.2/0.65=244.9$ kHz. Taking the latter as a direct measure of $\tau$ gives a value 35 % too short, relative to $\tau$.

Numerical integration of the polarization law gives the same pair of times. The part of the change still to come falls to $1/e$ of its initial value after 1.0000 µs for the displacement at fixed field, and after 0.6500 µs for the field at fixed charge. In the second case the voltage falls to 0.65 of its initial value.

The loss tangent peaks at a third frequency. With $x=\omega\tau$, $k'=(k_s+k_\infty x^2)/(1+x^2)$, so

$$\tan\delta=\frac{k''}{k'}=\frac{\Delta\,x}{k_s+k_\infty x^2}.$$

The numerator of its derivative is $\Delta(k_s-k_\infty x^2)$, which vanishes at $x=\sqrt{k_s/k_\infty}$. This is the geometric mean of the other two peak positions, here 197.4 kHz.

**How the argument can be repaired**

The modulus data contain what is needed. Since $k_s/k_\infty=M_\infty/M_s$,

$$\tau=\frac{1}{\omega_{\rm peak}}\,\frac{M_\infty}{M_s},$$

with $M_s$ and $M_\infty$ read from the plateaus of $M'$ below and above the peak. Here this is $0.65\times0.3846/0.2500=1.00$ µs.

The relative error of the uncorrected reading is $1-k_\infty/k_s=\Delta/k_s$. It vanishes for a weak relaxation and approaches 100 % when $k_s\gg k_\infty$.

**Conditions the repaired argument must state**

*Broadening.* If the relaxation follows the Cole–Cole form, $i\omega\tau$ is replaced by $z=(i\omega\tau)^a$ with $0<a<1$. The inversion above goes through with $z$ in place of $i\omega\tau$, and the denominator becomes $1+(k_\infty/k_s)z=1+(i\omega\tau_M)^a$, so

$$\tau_M=\tau\left(\frac{k_\infty}{k_s}\right)^{1/a}.$$

The peaks still lie at $\omega\tau=1$ and $\omega\tau_M=1$. Indeed, with $y=\omega\tau_M$ and $\theta=\pi a/2$,

$$-{\rm Im}\,\frac{1}{1+y^ae^{i\theta}}=\frac{\sin\theta}{y^a+y^{-a}+2\cos\theta},$$

which is largest at $y=1$. For $a=0.7$ the ratio $\tau_M/\tau$ is 0.540. The uncorrected reading is then 46 % short, and the Debye correction leaves $0.540/0.65=0.83$ of the true $\tau$. The exponent $1/a$ must be applied to the plateau ratio. The step responses are no longer exponential, so $\tau$ and $\tau_M$ are now peak times, not $1/e$ times: for $a=0.7$ the field at fixed charge falls to $1/e$ after about $0.63\,\tau$, not $0.54\,\tau$. The plateaus are also approached more slowly than in the Debye case, so $M'$ must be measured further from the peak.

*Leakage.* A dc conductivity $\sigma$ adds $g/(i\omega)$ to $k$, where $g=\sigma/\varepsilon_0$. Far below the dipolar peak $k\approx k_s$, and

$$M\approx\frac{1}{k_s-ig/\omega}=\frac{k_s+ig/\omega}{k_s^2+g^2/\omega^2}.$$

With $u=g/(\omega k_s)$ this gives $M''=M_su/(1+u^2)$, a second peak at $\omega=g/k_s$ with height $M_s/2$. It also has the Debye shape, so the shape alone does not show that a modulus peak is dipolar. For $\sigma=10^{-13}$ S/cm the leakage peak lies at 0.045 Hz and is 0.125 high, against $(M_\infty-M_s)/2=0.067$ for the dipolar peak. The taller peak is thus the leakage peak, as happens for well-separated peaks whenever $M_s>M_\infty-M_s$, or $k_s<2k_\infty$. With non-blocking electrodes and no insulating layer in series, $M'$ falls towards zero below it, so $M_s$ must be read from the plateau between the two peaks, which requires them to be well separated.

Leakage also changes the dipolar rate. The decay rates $r$ at open circuit follow from $k+g/(i\omega)=0$ with $i\omega=-r$. Multiplying out gives

$$k_\infty\tau r^2-(k_s+g\tau)r+g=0 .$$

The two rates add up to $(k_s+g\tau)/(k_\infty\tau)$. For $g\tau\ll k_s$ the slow one is $g/k_s$ to leading order, so the fast one is $1/\tau_M+g/k_\infty-g/k_s$. Its relative shift is $g\tau_M\Delta/(k_\infty k_s)=g\tau\Delta/k_s^2$, about $10^{-7}$ here. The maximum of $M''$ moves by a different amount, because the tail $g/(k_s^2\omega)$ of the leakage peak tilts it. This adds a relative shift $-2g\tau_M/[k_s^2(M_\infty-M_s)]$, for a total of about $-6\times10^{-7}$, still negligible.

*Other capacitances.* A parallel stray capacitance equal to $c$ times that of the empty cell adds $c$ to both $k_\infty$ and $k_s$. For $c=0.2$ the ratio becomes $2.8/4.2=0.667$. The plateau correction still returns $\tau$, because the measured plateaus contain the same $c$.

A lossless cap layer in series acts differently. For layers carrying the same $D$, the moduli add in proportion to thickness, so the cap scales the film's contribution to $M$ by a constant factor and adds a real constant. Neither changes the position of the $M''$ peak. It does move the $k''$ peak: for 10 nm with $k=5$ on the 200 nm film, that peak gives 0.987 µs. The plateau correction applied to the whole stack returns this value too, since it yields the fixed-voltage time of the stack.

*Temperature.* Suppose $\Delta\propto1/T$ at fixed moisture content and $\tau\propto e^{E_a/k_BT}$. From $\ln\tau_M=\ln\tau+\ln k_\infty-\ln k_s$, differentiation with respect to $\beta=1/k_BT$, with $dk_s/d\beta=\Delta/\beta$, gives an apparent activation energy

$$E_M=E_a-k_BT\,\frac{\Delta}{k_s}.$$

For $E_a=0.500$ eV at 25 °C this is 0.491 eV. At 105 °C the model gives $k_s=3.70$ and $\tau_M/\tau=0.70$, so a correction factor found at room temperature should not be carried over.

**The model beside a real film**

The two permittivities are rough values for a porous organosilicate film that has adsorbed water, and $\tau=1$ µs is a round choice. The real time depends on the pore surface and the water content and may differ greatly; the ratio $\tau_M/\tau$ in the Debye model does not depend on the value of $\tau$, though it changes with the water content through $k_s$. The single relaxation time is a doubtful assumption, since water on a pore wall meets a range of surroundings. Among the effects sized here it moves the ratio most, from 0.65 to 0.54 for the illustrative $a=0.7$. Heating also drives water out, which lowers $k_s$ beyond the fixed-content estimate. For $\tau=1$ µs, a 50 Ω series resistance with a 100 µm square electrode shifts the modulus peak by a fraction $5\times10^{-4}$. This shift grows roughly as $1/\tau_M$: at 105 °C, where the model gives $\tau_M\approx11$ ns, it is 3 to 4 %, and there it biases the activation energy read from $M''$ by more than the term $k_BT\Delta/k_s$. The assumed test voltage of 0.1 V gives 0.005 MV/cm, a thousandth of a rough breakdown field of 5 MV/cm. Dipole saturation at the test field of 0.005 MV/cm, estimated without local-field enhancement, is a relative effect of $4\times10^{-8}$.

**Recommendation**

If stray capacitance and series layers are negligible, and the peak has the Debye width with a nonzero plateau of $M'$ below it, the value 0.65 µs should be reported as the film's relaxation time at fixed charge. The plateau excludes only unblocked dc leakage. Conduction blocked at the electrodes, by a thin insulating layer, or within isolated wet pores also gives a peak of near-Debye shape with a nonzero plateau (for the 10 nm cap, $(10/210)/5=0.0095$), so these data alone do not show that the relaxation is dipolar. If its permittivity relaxation time is wanted, under the same conditions, the plateaus of $M'$ should be given and the correction applied, with the Cole–Cole exponent if the peak is wider than 1.14 decades and that form fits it. The numerical output below lists the values used.

## Computed results

```
k_inf = 2.6, k_static = 4.0
tau (input) = 1.000 us at 298.15 K
k_inf/k_static = 0.6500, inverse = 1.5385
M_s = 0.2500, M_inf = 0.3846
k'' peak: 159.2 kHz, 1/w = 1.0000 us
k'' peak height = 0.7000
tan delta peak: 197.4 kHz, 1/w = 0.8062 us
tan delta peak height = 0.2171
M'' peak: 244.9 kHz, 1/w = 0.6500 us
M'' peak height = 0.06731
Error if 1/w of M'' peak is taken as tau = -35.0 %
Full width at half height: k'' 1.1439, M'' 1.1439 decades
1/e time of D at fixed field = 1.0000 us
1/e time of E at fixed charge = 0.6500 us
D final/initial at fixed field = 1.5385
Voltage final/initial at fixed charge = 0.6500
tau recovered from modulus data = 1.0000 us
Cole-Cole exponent = 0.7: tau_M/tau = 0.5404
Leakage conductivity = 1.0e-13 S/cm
Leakage M'' peak: 0.0449 Hz, height 0.1250
Relative shift of dipolar rate by leakage = 9.9e-08
Stray/empty-cell capacitance = 0.2: ratio = 0.6667
Film thickness = 200 nm, electrode side = 100 um
Cap layer: 10 nm, k = 5.0
Time from k'' peak of film plus cap = 0.9865 us
Empty-cell capacitance = 0.4427 pF
Series resistance = 50 ohm
Relative M'' peak shift by resistance = 5.1e-04
Activation energy of tau = 0.500 eV
Activation energy read from M'' = 0.4910 eV
Temperature of use = 378.15 K, k_static there = 3.704
tau there = 16.29 ns, tau_M = 11.44 ns
tau_M/tau there = 0.7020
Test voltage = 0.1 V, field = 0.0050 MV/cm
Rough breakdown field = 5 MV/cm
Test field/breakdown field = 1.0e-03
Dipole moment (rough) = 1.9 D
Dipole energy/thermal energy = 7.7e-04
Relative loss of polarization by saturation = 4.0e-08
```
